# Half filling and imaginary local Green's function of the bipartite Hubbard model

## 1. Definitions and conventions

Consider a finite lattice of $L$ sites, divided into two sublattices $A$ and $B$. The operator $c_{i\sigma}$ removes an electron of spin $\sigma$ from site $i$. The operators obey $\{c_{i\sigma},c^\dagger_{j\sigma'}\}=\delta_{ij}\delta_{\sigma\sigma'}$ and $\{c_{i\sigma},c_{j\sigma'}\}=0$, and $n_{i\sigma}=c^\dagger_{i\sigma}c_{i\sigma}$. The Hubbard Hamiltonian, with the chemical potential term included, is

$$K(\mu)=-\sum_{ij\sigma}t_{ij}\,c^\dagger_{i\sigma}c_{j\sigma}+U\sum_i n_{i\uparrow}n_{i\downarrow}-\mu N,\qquad N=\sum_{i\sigma}n_{i\sigma}.$$

The sum over $ij$ runs over ordered pairs, so each bond appears in both directions. Two assumptions are made about the hopping:

- $t_{ij}$ is real and symmetric;
- $t_{ij}\neq0$ only if $i$ and $j$ lie on opposite sublattices. In particular $t_{ii}=0$.

The hopping may vary from bond to bond, the sublattices may differ in size, and $U$ may have either sign.

With $\hbar=k_B=1$ and $\beta=1/T$, thermal averages are $\langle X\rangle=\mathrm{Tr}(e^{-\beta K}X)/Z$, where $Z=\mathrm{Tr}\,e^{-\beta K}$ and the trace covers all particle numbers. With $X(\tau)=e^{\tau K}Xe^{-\tau K}$, the Matsubara Green's function is

$$G_{ij\sigma}(\tau)=-\langle c_{i\sigma}(\tau)c^\dagger_{j\sigma}\rangle\quad(0<\tau<\beta),\qquad G_{ij\sigma}(i\omega_n)=\int_0^\beta d\tau\,e^{i\omega_n\tau}G_{ij\sigma}(\tau),$$

with $\omega_n=(2n+1)\pi T$.

**Proposition.** If $\mu=U/2$, then at every $T>0$ each site and spin has $\langle n_{i\sigma}\rangle=\tfrac12$, so $\langle N\rangle=L$, and $G_{ii\sigma}(i\omega_n)$ is purely imaginary and nonzero.

## 2. The staggered particle-hole transformation

Let $\varepsilon_i=+1$ on $A$ and $-1$ on $B$. We need a unitary operator $P$ with

$$P\,c_{i\sigma}P^\dagger=\varepsilon_i\,c^\dagger_{i\sigma}.\tag{1}$$

It can be built explicitly. Number the $2L$ modes $(i,\sigma)$ by $a$, and set $\gamma_a=c_a+c_a^\dagger$. This operator is Hermitian, and

$$\gamma_a^2=c_a^2+(c_a^\dagger)^2+\{c_a,c_a^\dagger\}=1,$$

so it is also unitary. For $b\ne a$, $\gamma_b$ anticommutes with $c_a$, hence $\gamma_bc_a\gamma_b=-c_a\gamma_b^2=-c_a$. For $b=a$, using $c_a^2=0$ and $(c_a^\dagger)^2=0$,

$$\gamma_ac_a\gamma_a=c_a^\dagger c_a(c_a+c_a^\dagger)=c_a^\dagger c_ac_a^\dagger=c_a^\dagger(1-c_a^\dagger c_a)=c_a^\dagger .$$

Now let $W=\gamma_1\gamma_2\cdots\gamma_{2L}$. Conjugation by $W$ turns $c_a$ into $c_a^\dagger$ once and gives a minus sign for each of the other $2L-1$ modes. Since $2L-1$ is odd, $Wc_aW^\dagger=-c_a^\dagger$.

The staggered sign comes from the parity $Q=(-1)^{N_A}$, where $N_A$ counts the electrons on $A$. A creation operator on $A$ changes this parity and one on $B$ does not, so $Qc^\dagger_{i\sigma}Q^\dagger=-\varepsilon_ic^\dagger_{i\sigma}$. With $P=QW$,

$$Pc_{i\sigma}P^\dagger=-Qc^\dagger_{i\sigma}Q^\dagger=\varepsilon_ic^\dagger_{i\sigma},$$

which is (1). Its adjoint is $Pc^\dagger_{i\sigma}P^\dagger=\varepsilon_ic_{i\sigma}$. Therefore

$$Pn_{i\sigma}P^\dagger=\varepsilon_i^2c_{i\sigma}c^\dagger_{i\sigma}=1-n_{i\sigma},\qquad PNP^\dagger=2L-N.\tag{2}$$

Electrons and holes exchange roles, and the empty lattice becomes the full one.

## 3. Invariance of the Hamiltonian

**Hopping.** For $i$ and $j$ on opposite sublattices, $\varepsilon_i\varepsilon_j=-1$ and $i\ne j$, so

$$P\,c^\dagger_{i\sigma}c_{j\sigma}P^\dagger=\varepsilon_i\varepsilon_j\,c_{i\sigma}c^\dagger_{j\sigma}=-c_{i\sigma}c^\dagger_{j\sigma}=c^\dagger_{j\sigma}c_{i\sigma}.$$

One minus sign comes from the stagger and the other from reordering the fermions. Exchanging the labels $i,j$ in the sum and using $t_{ji}=t_{ij}$ restores the original hopping term.

**Interaction and chemical potential.** Expanding the product gives

$$Un_{i\uparrow}n_{i\downarrow}=U(n_{i\uparrow}-\tfrac12)(n_{i\downarrow}-\tfrac12)+\tfrac U2(n_{i\uparrow}+n_{i\downarrow})-\tfrac U4 .$$

Let $H_t$ be the hopping term and $\delta=\mu-U/2$. Then

$$K(\mu)=H_t+U\sum_i(n_{i\uparrow}-\tfrac12)(n_{i\downarrow}-\tfrac12)-\delta N-\tfrac{UL}4 .$$

By (2), $n-\tfrac12$ changes sign under $P$. Both factors in the interaction do so, and their product is unchanged. Only $-\delta N$ changes, into $-\delta(2L-N)=+\delta N-2L\delta$. Replacing $\delta$ by $-\delta$ means replacing $\mu$ by $U-\mu$, so

$$P\,K(\mu)P^\dagger=K(U-\mu)-(2\mu-U)L.\tag{3}$$

At $\mu=U/2$ this reads $PKP^\dagger=K$. The value $U/2$ is the mean-field energy $U\langle n_{i,-\sigma}\rangle$ that an electron feels at half filling, but no mean-field approximation has been made.

## 4. Half filling at every temperature

At $\mu=U/2$, $P$ commutes with $e^{-\beta K}$. Cyclicity of the trace then gives, for any operator $X$,

$$\langle PXP^\dagger\rangle=\frac1Z\mathrm{Tr}(P^\dagger e^{-\beta K}PX)=\langle X\rangle.\tag{4}$$

With $X=n_{i\sigma}$ and (2), $\langle n_{i\sigma}\rangle=1-\langle n_{i\sigma}\rangle$, hence

$$\langle n_{i\sigma}\rangle=\tfrac12 .$$

Temperature enters only through $e^{-\beta K}$, which has the symmetry for every $\beta$. States with $N$ and $2L-N$ electrons occur in pairs of equal energy $K$. Heating changes their weights equally, so the mean stays at $L$.

For general $\mu$, (3) gives in the same way $\langle N\rangle_\mu=2L-\langle N\rangle_{U-\mu}$; the additive constant in (3) cancels between numerator and $Z$.

No other chemical potential gives half filling at $T>0$. Since $N$ commutes with $K$, $\langle N\rangle=T\,\partial\ln Z/\partial\mu$, and a second derivative gives

$$\frac{\partial\langle N\rangle}{\partial\mu}=\beta\left(\langle N^2\rangle-\langle N\rangle^2\right)>0 .\tag{5}$$

The inequality is strict because every particle number from $0$ to $2L$ has positive weight at finite temperature. Thus $\langle N\rangle$ rises strictly with $\mu$ and passes $L$ once.

## 5. The Green's function is imaginary

From here on $\mu=U/2$, and the spin label is suppressed.

**Imaginary time.** Since $P$ commutes with $e^{\tau K}$, (4) and (1) give

$$G_{ij}(\tau)=-\varepsilon_i\varepsilon_j\langle c_i^\dagger(\tau)c_j\rangle .$$

Write out the average and move factors cyclically:

$$\begin{aligned}\langle c_i^\dagger(\tau)c_j\rangle&=\frac1Z\mathrm{Tr}\left[e^{-(\beta-\tau)K}c_i^\dagger e^{-\tau K}c_j\right]\\&=\frac1Z\mathrm{Tr}\left[e^{-\tau K}c_je^{-(\beta-\tau)K}c_i^\dagger\right]=\langle c_j(\beta-\tau)c_i^\dagger\rangle=-G_{ji}(\beta-\tau).\end{aligned}$$

Therefore

$$G_{ij}(\tau)=\varepsilon_i\varepsilon_jG_{ji}(\beta-\tau).\tag{6}$$

For $i=j$ the function is symmetric about $\tau=\beta/2$. Its end values are $G_{ii}(0^+)=-(1-\langle n_i\rangle)$ and $G_{ii}(\beta^-)=-\langle n_i\rangle$, so their equality is again half filling.

**Frequency.** Insert (6) into the Fourier integral and set $\tau'=\beta-\tau$. Because $e^{i\omega_n\beta}=-1$,

$$G_{ij}(i\omega_n)=\varepsilon_i\varepsilon_j\int_0^\beta d\tau'\,e^{i\omega_n(\beta-\tau')}G_{ji}(\tau')=-\varepsilon_i\varepsilon_jG_{ji}(-i\omega_n).\tag{7}$$

**Complex conjugation.** The conjugate of a trace is the trace of the adjoint. As $K$ is Hermitian,

$$G_{ij}(\tau)^*=-\frac1Z\mathrm{Tr}\left[c_je^{-\tau K}c_i^\dagger e^{-(\beta-\tau)K}\right]=G_{ji}(\tau),$$

and so $G_{ij}(i\omega_n)^*=G_{ji}(-i\omega_n)$. Combined with (7),

$$G_{ij}(i\omega_n)^*=-\varepsilon_i\varepsilon_jG_{ij}(i\omega_n).\tag{8}$$

Within one sublattice $\varepsilon_i\varepsilon_j=1$ and $G_{ij}$ is purely imaginary. This includes $i=j$. Between the sublattices $G_{ij}$ is real.

**It does not vanish.** Let $K|m\rangle=E_m|m\rangle$. Inserting eigenstates into $G_{ii}(\tau)$ gives

$$G_{ii}(\tau)=-\frac1Z\sum_{ml}e^{-\beta E_m}e^{\tau(E_m-E_l)}|\langle m|c_i|l\rangle|^2 .$$

The time integral is

$$\int_0^\beta d\tau\,e^{(i\omega_n+E_m-E_l)\tau}=-\frac{e^{\beta(E_m-E_l)}+1}{i\omega_n+E_m-E_l}.$$

With $x_{ml}=E_l-E_m$ this yields

$$G_{ii}(i\omega_n)=\sum_{ml}\frac{p_{ml}}{i\omega_n-x_{ml}},\qquad p_{ml}=\frac{e^{-\beta E_m}+e^{-\beta E_l}}Z|\langle m|c_i|l\rangle|^2\ge0.\tag{9}$$

The weights add up to $\langle c_ic_i^\dagger+c_i^\dagger c_i\rangle=1$. Since $1/(i\omega-x)=-(x+i\omega)/(\omega^2+x^2)$,

$$\mathrm{Im}\,G_{ii}(i\omega_n)=-\omega_n\sum_{ml}\frac{p_{ml}}{\omega_n^2+x_{ml}^2},$$

which is nonzero and opposite in sign to $\omega_n$. This completes the proof.

The real part, $-\sum_{ml} p_{ml}x_{ml}/(\omega_n^2+x_{ml}^2)$, vanishes because the spectrum is even. Indeed $P$ maps eigenstates to eigenstates of the same energy and exchanges $c_i$ with $\pm c_i^\dagger$, so each weight at $x$ has an equal partner at $-x$. Adding and removing an electron are equally easy. This symmetry does not imply an energy gap: the proof includes the three-site chain at $U=0$ of Section 8, whose zero-energy level puts weight at $x=0$ on the end sites.

**Isolated atom.** For $t_{ij}=0$ and $\mu=U/2$, the empty and doubly occupied states have energy $0$, and the two singly occupied states have $-U/2$. Removing an up electron connects $|\!\uparrow\rangle$ to $|0\rangle$, with $x=-U/2$, and $|\!\uparrow\downarrow\rangle$ to $|\!\downarrow\rangle$, with $x=+U/2$. Each transition has weight $(1+e^{\beta U/2})/(2+2e^{\beta U/2})=\tfrac12$. Hence

$$G(i\omega_n)=\frac12\left[\frac1{i\omega_n+U/2}+\frac1{i\omega_n-U/2}\right]=\frac{-i\omega_n}{\omega_n^2+U^2/4}.\tag{10}$$

## 6. Consequence for the self-energy

Let $t$ denote the hopping matrix and define the self-energy matrix by $G^{-1}=i\omega_n+\mu+t-\Sigma$. The plus sign before $t$ follows from the one-particle Hamiltonian $-t$. This $\Sigma$ includes the Hartree term.

The inverse exists. For a nonzero vector $v$, $\sum_{ij}v_i^*G_{ij}v_j$ has the form (9) with $c_i$ replaced by $\sum_iv_i^*c_i$. Its weights add up to $\sum_i|v_i|^2>0$, so its imaginary part is nonzero and $Gv\ne0$.

With $\varepsilon=\mathrm{diag}(\varepsilon_i)$, (8) reads $G^*=-\varepsilon G\varepsilon$. Because $\varepsilon^2=1$, inversion gives $(G^{-1})^*=-\varepsilon G^{-1}\varepsilon$, so the diagonal of $G^{-1}$ is imaginary. As $t_{ii}=0$,

$$\mathrm{Re}\,\Sigma_{ii}(i\omega_n)=\mu=\frac U2 .$$

The real part is the Hartree energy $U\langle n_{i,-\sigma}\rangle$, which the chemical potential cancels. Correlations beyond Hartree enter the local self-energy through its imaginary part.

## 7. Worked example: a four-site chain

Take an open chain of sites 1 to 4 with nearest-neighbour hopping $t=1$ and $U=4$. Energies are in units of $t$ and Green's functions in $1/t$. Sites 1 and 3 form $A$; sites 2 and 4 form $B$. The required chemical potential is $\mu=4/2=2$. Each site has four states, so the Fock space has dimension $4^4=256$. The numbers below come from diagonalizing $K$ in this whole space and summing over its eigenstates.

Let $d_i=\langle n_{i\uparrow}n_{i\downarrow}\rangle$. At $\mu=2$ and the first frequency $\omega_0=\pi T$:

| $T$ | $\langle N\rangle$ | $d_1$ | $d_2$ | $\mathrm{Im}\,G_{11}$ | $\mathrm{Im}\,G_{22}$ |
|---|---|---|---|---|---|
| 0.25 | 4 | 0.063 | 0.095 | −0.227 | −0.211 |
| 1 | 4 | 0.088 | 0.110 | −0.226 | −0.222 |
| 4 | 4 | 0.190 | 0.191 | −0.077 | −0.077 |

The end and inner sites are inequivalent, and the state changes markedly with temperature. The double occupancy at the end triples, heading for the value $\tfrac14$ of equally weighted states at $T\to\infty$. The filling stays at one electron per site.

At $T=1$ the atomic formula (10) gives $-3.1416/(9.8696+4)=-0.2265$, close to both chain values. This closeness does not hold at lower temperature: at $T=0.25$ the formula gives $-0.7854/(0.6169+4)=-0.170$, against $-0.227$ and $-0.211$ for the chain. The chain values lie below the atomic one at $T=0.25$ and above it at $T=1$. The element between neighbours is real: $G_{12}=0.258$, $0.056$ and $0.006$ at the three temperatures. The end self-energy at $T=1$ is $\Sigma_{11}=2.000-1.028i$, with real part $U/2$. For the atom, (10) gives $\Sigma=U/2+U^2/(4i\omega_0)=2-1.273i$, so the imaginary parts of the self-energies differ even where the Green's functions nearly agree.

Now raise $\mu$ to 3:

| $T$ | $\langle N\rangle$ | $G_{11}(i\omega_0)$ |
|---|---|---|
| 0.25 | 4.309 | $-0.069-0.406i$ |
| 1 | 4.561 | $+0.019-0.232i$ |
| 4 | 4.371 | $+0.005-0.077i$ |

The particle number now depends on temperature, and not monotonically. The real part of $G_{11}$ is nonzero and changes sign. For $T\to\infty$ at fixed $\mu$, all states become equally likely and $\langle N\rangle$ returns to 4.

At $T=1$ and $\mu=2$ the variance of $N$ is 0.529. By (5), a linear estimate for $\mu=3$ is $4+0.529\times1=4.529$, slightly below the actual 4.561. The reflection rule of Section 4 gives $8-4.561=3.439$ electrons at $\mu=4-3=1$.

## 8. Where the assumptions matter

The following examples modify the same chain at $T=1$ and $\mu=2$.

**Hopping within a sublattice.** Here $\varepsilon_i\varepsilon_j=+1$, so $c_i^\dagger c_j\to c_ic_j^\dagger=-c_j^\dagger c_i$. The added term changes sign under $P$, and $K$ is no longer invariant. A hopping of 0.5 between sites 1 and 3 closes a triangle, which no other choice of sublattices can make bipartite. The site fillings become 0.994, 0.993, 0.994 and 1.000, with $\langle N\rangle=3.982$, and $G_{11}(i\omega_0)=-0.0015-0.2256i$.

**Staggered spin field.** Add $-b\sum_i\varepsilon_i(n_{i\uparrow}-n_{i\downarrow})$. It is odd under $P$, but also odd under the exchange $F$ of up and down spins, which leaves the Hubbard terms unchanged. Thus $FP$ is a symmetry, with $c_{i\sigma}\to\varepsilon_ic^\dagger_{i,-\sigma}$. The argument of Section 4 now gives

$$\langle n_{i\sigma}\rangle+\langle n_{i,-\sigma}\rangle=1,$$

and that of Section 5 gives $G_{ii\sigma}(i\omega_n)^*=-G_{ii,-\sigma}(i\omega_n)$. Each site remains half filled, but only the spin sum of the local function must be imaginary. For $b=0.3$ site 1 has $\langle n_\uparrow\rangle=0.626$ and $\langle n_\downarrow\rangle=0.374$, and the real parts of $G_\uparrow$ and $G_\downarrow$ at $\omega_0$ are $+0.045$ and $-0.045$.

**Staggered potential.** The term $v\sum_i\varepsilon_i(n_{i\uparrow}+n_{i\downarrow})$ is odd under $P$ up to a constant, and spin exchange does not restore it. For $v=0.3$ site 1, which is raised in energy, holds 0.959 electrons, and site 4, which is lowered, holds 1.041. The total stays at 4 in this chain because its reflection exchanges $A$ and $B$, so reflection combined with $P$ remains a symmetry; the individual sites are no longer half filled.

**Zero temperature.** As $T\to0$ the thermal state becomes an equal mixture of all ground states of $K$, and this limit is half filled. An individual ground state need not be. A three-site chain with $U=\mu=0$ has one-particle energies $-\sqrt2,0,\sqrt2$. The lowest level holds two electrons, and the zero level can hold none, one of either spin, or two. The four degenerate ground states have $N=2,3,3,4$, with mean 3.

**Infinite lattices.** The proposition holds for each finite lattice, and the equalities $\langle n_{i\sigma}\rangle=\tfrac12$ and $\mathrm{Re}\,G_{ii}=0$ pass to a limit of such thermal states taken without symmetry-breaking fields. The imaginary part stays nonzero if $\sum_jt_{ij}^2$ is bounded. At $\mu=U/2$, $[c_{i\sigma},K]=-\sum_jt_{ij}c_{j\sigma}+U(n_{i,-\sigma}-\tfrac12)c_{i\sigma}$, so $\sum_{ml}p_{ml}x_{ml}^2=\langle\{[c_{i\sigma},K],[c_{i\sigma},K]^\dagger\}\rangle=\sum_jt_{ij}^2+U^2/4$. Convexity of $1/(\omega_n^2+y)$ in $y=x^2$ then gives $|\mathrm{Im}\,G_{ii}|\ge|\omega_n|/(\omega_n^2+\sum_jt_{ij}^2+U^2/4)$ for every size. If a staggered field is removed only after the lattice has become infinite, the argument no longer guarantees the symmetry $P$. Should the limiting state be ordered, the proposition does not apply to it.

All numerical values are calculated from the stated model.
